# Spin-orbit coupling against Jahn-Teller distortion in octahedral t2g ions

**Q.** Some octahedral $t_{2g}$ ions with strong spin-orbit coupling show no Jahn-Teller distortion, while $d^1$ ions keep one. How does this arise?

**A.** Take one site, the $t_{2g}$ shell only, linear coupling $g$ to the two $e_g$ modes, and classical nuclei with force constant $B$, in atomic units. Label $yz,xz,xy$ as $x,y,z$. The true $L_z=-i(x\partial_y-y\partial_x)$ gives $L_z\,xz=i\,yz$, and the other elements follow by permutation, so the projected $\mathbf L$ equals $-\mathbf l$ with $(l_k)_{ab}=-i\epsilon_{kab}$. The term $+\zeta\mathbf L\cdot\mathbf s$ therefore changes sign, and each electron sees
$$h=-\zeta\,\mathbf l\cdot\mathbf s-g\Big[Q_3\big(l_z^2-\tfrac23\big)+Q_2\frac{l_x^2-l_y^2}{\sqrt3}\Big].$$
To this come $B(Q_2^2+Q_3^2)/2$ and a Kanamori interaction with $U'=U-2J_H$, which is rotation invariant. $Q_3>0$ is elongation, which lowers $xz$ and $yz$. Measure lengths in $g/B$ and energies in $g^2/B$, with $\Lambda=\zeta B/g^2$ and $(q_3,q_2)=\rho(\cos\phi,\sin\phi)$.

Since $l_k^2$ is diagonal, zero on orbital $k$ and one on the others, the coupling $V$ shifts the orbitals by $\varepsilon_a=\tfrac{2\rho}{3}\cos(\phi-2\pi n/3)$, with $n=0,1,2$ for $z,x,y$. Then $\sum\varepsilon_a=0$, the pair sum is $e_2=-\tfrac12\sum\varepsilon_a^2=-\rho^2/3$, and the product of the three cosines is $\tfrac14\cos3\phi$, so $e_3=\prod\varepsilon_a=\tfrac{2\rho^3}{27}\cos3\phi$.

$V$ is a rank-2 tensor. By the triangle rule it has matrix elements inside a multiplet only if $2J\ge2$. The ground multiplets are $j=3/2$ for $d^1$, $j=1/2$ for $d^5$ and $J=0$ for $d^4$. Of these three, only $d^1$ keeps an energy linear in $\rho$; the others can gain only by mixing across the spin-orbit gap.

**Q.** Can the competition be solved exactly?

**A.** For one electron or one hole, yes. From $\mathbf l\cdot\mathbf s=[j(j+1)-\tfrac{11}{4}]/2$ we have $\mathbf l\cdot\mathbf s=\tfrac12-\tfrac32P$, with $P$ the projector on $j=1/2$. The term $l_zs_z$ links $x,y$ at fixed spin, and the other two link them to $z$ with a spin flip, so $\{x\uparrow,y\uparrow,z\downarrow\}$ is a closed block, degenerate with its Kramers partner. The diagonal of $\mathbf l\cdot\mathbf s$ vanishes, hence $P_{aa}=1/3$, the trace is one, and $P=uu^\dagger$ with $|u_a|^2=1/3$. For diagonal $D$, $\det(D+\alpha uu^\dagger)=\det D\,(1+\tfrac{\alpha}{3}\sum_a D_a^{-1})$.

For $d^1$, $h-E=\mathrm{diag}(w+\varepsilon_a)+\tfrac{3\Lambda}{2}P$ with $w=-\Lambda/2-E$. Using $\prod(w+\varepsilon_a)=w^3+e_2w+e_3$ and $\sum_{a<b}(w+\varepsilon_a)(w+\varepsilon_b)=3w^2+e_2$,
$$w^3+e_2w+e_3+\tfrac{\Lambda}{2}(3w^2+e_2)=0 .$$
For $d^5$ the interaction is a constant, all levels but the highest are filled, and $\mathrm{Tr}\,h=0$, so $E$ is the lowest eigenvalue of $-h$. With $w=\Lambda/2-E$, $-h-E=\mathrm{diag}(w-\varepsilon_a)-\tfrac{3\Lambda}{2}P$ and
$$w^3+e_2w-e_3-\tfrac{\Lambda}{2}(3w^2+e_2)=0 .$$
The ground state is the largest root. The angle enters only through the constant $\pm e_3$, and lowering a cubic moves its largest root up. At any $\rho$ the best shape is therefore compression ($\cos3\phi=-1$) for $d^1$ and elongation for $d^5$.

**Q.** What happens to $d^5$ as $\zeta$ grows?

**A.** Put $\phi=0$, $\rho=q$, so $\varepsilon_z=2q/3$ and $\varepsilon_{x,y}=-q/3$. One root is $w=-q/3$; the rest obey $1=\tfrac{\Lambda}{2}\big[\tfrac{1}{w-2q/3}+\tfrac{2}{w+q/3}\big]$, that is $w^2-(\tfrac q3+\tfrac{3\Lambda}2)w-\tfrac{2q^2}{9}+\tfrac{\Lambda q}{2}=0$. The larger root is $w=\tfrac q6+\tfrac{3\Lambda}{4}+\tfrac R2$ with $R^2=q^2-\Lambda q+\tfrac94\Lambda^2$. At $q=0$, $E=-\Lambda$, so the total energy change is
$$\Delta E=\tfrac{q^2}{2}-\tfrac q6+\tfrac{3\Lambda}{4}-\tfrac R2 .$$
It is negative when $R>M=q^2-\tfrac q3+\tfrac32\Lambda$. Because $M\ge\tfrac32\Lambda-\tfrac1{36}$, $M$ is positive for $\Lambda>1/54$ and squaring is allowed. With $M^2=q^4-\tfrac23q^3+(\tfrac19+3\Lambda)q^2-\Lambda q+\tfrac94\Lambda^2$,
$$R^2-M^2=q^2\big[1-3\Lambda-(q-\tfrac13)^2\big].$$
A distortion pays only inside the window $(q-\tfrac13)^2<1-3\Lambda$, which closes on $q=1/3$ at $\Lambda_c=1/3$. Above $\zeta_c=g^2/3B$ the static distortion is exactly zero, and it gets there by a jump of $g/3B$.

**Q.** So nothing is suppressed merely asymptotically?

**A.** For $d^5$, only the softening is. Write $R^2=a^2+\tfrac89q^2$ with $a=\tfrac32\Lambda-\tfrac q3$. Then $R\simeq a+\tfrac{4q^2}{9a}$ and $\tfrac1a\simeq\tfrac{2}{3\Lambda}(1+\tfrac{2q}{9\Lambda})$, giving
$$\Delta E=\tfrac{q^2}{2}\Big(1-\frac{8}{27\Lambda}\Big)-\frac{8q^3}{243\Lambda^2}+O(q^4).$$
The force constant $B(1-8/27\Lambda)$ returns to $B$ as $1/\zeta$. The cubic point is locally stable above $\Lambda=8/27$, yet the negative cubic term keeps a deeper elongated well until $1/3$. That well obeys $q=\tfrac16+\tfrac{y}{2R}$ with $y=q-\Lambda/2$ and $R^2=y^2+2\Lambda^2$. It disappears when the right side has unit slope, $(R^2-y^2)/2R^3=\Lambda^2/R^3=1$, so $R=\Lambda^{2/3}$ and $y^2=\Lambda^{4/3}-2\Lambda^2$. On the branch $y>0$ the well condition becomes $y+\tfrac\Lambda2-\tfrac16=y/2\Lambda^{2/3}$, solved numerically by $\Lambda=0.338$; the point $y=-\Lambda/2$ ($q=0$) returns $8/27$.

**Q.** Does $d^4$, with its Hund coupling, follow the same rule?

**A.** For $J_H\to\infty$ the two holes form $S=1$, $L=1$, labelled by the doubly occupied orbital $a$, with shift $-\varepsilon_b-\varepsilon_c=\varepsilon_a$. In $\Lambda\sum\mathbf l_i\cdot\mathbf s_i=\tfrac\Lambda2\mathbf L\cdot\mathbf S+\tfrac\Lambda2(\mathbf l_1-\mathbf l_2)\cdot(\mathbf s_1-\mathbf s_2)$ the last term only links triplet to singlet and drops out. In a Cartesian basis for both vectors, contracting two $\epsilon$ symbols gives $\mathbf L\cdot\mathbf S|ab\rangle=|ba\rangle-\delta_{ab}\sum_c|cc\rangle$. The block $\{|aa\rangle\}$ is $\mathrm{diag}(\varepsilon_a)+\tfrac\Lambda2-\tfrac{3\Lambda}{2}P$, the $d^5$ matrix with $\varepsilon\to-\varepsilon$. Each block $\{|ab\rangle,|ba\rangle\}$ has diagonal $\varepsilon_a,\varepsilon_b$ and coupling $+\Lambda/2$, the spectrum of a $2\times2$ submatrix of the first block, so by the variational principle it cannot lie lower. Hence $\Lambda_c=1/3$ again, with compression.

For $J_H=0$ the top Kramers pair is empty and the electronic energy is twice that of $d^5$, which is the $d^5$ problem with $B\to B/2$. Both units double: $\Lambda_c=2/3$, jump $2/3$, elongation.

For any $J_H$ a threshold exists. Let the ground space have gap $\Delta$, no matrix elements of $V$, and $\|V\|\le c\rho$. For $\psi=\cos\theta|0\rangle+\sin\theta|\varphi\rangle$, with $|\varphi\rangle$ outside the ground space and $s=|\sin\theta|$,
$$\langle H\rangle-E_0\ge(\Delta-\|V\|)s^2-2s\|V\|\ge-\frac{\|V\|^2}{\Delta-\|V\|}$$
when $\|V\|<\Delta$, by completing the square. The gain never exceeds $c\rho$, so $\rho>2c$ does not pay. For $\rho\le2c$ the gain is at most $c^2\rho^2/(\Delta-2c^2)$, below $\rho^2/2$ once $\Delta>4c^2$. For $d^5$, $c=2/3$ and $\Delta=3\Lambda/2$ give the sufficient condition $\Lambda>1.185$, far above the true $1/3$. For $d^4$ the interaction terms lie at $0$, $2J_H$, $5J_H$, all non-negative, so the second level is no lower than that of pure spin-orbit coupling, $-\Lambda+\Lambda/2$. The $J=0$ triplet state has $\mathbf L\cdot\mathbf S=-2$ and bounds the ground level by $-\Lambda$. Thus $\Delta\ge\Lambda/2$, which grows without limit while $c=4/3$ is fixed.

**Q.** And how far is $d^1$ reduced?

**A.** For compression $x=-q_3$, $\varepsilon_z=-2x/3$ and $\varepsilon_{x,y}=x/3$, the secular equation is the $d^5$ one with $q\to x$, $\Lambda\to-\Lambda$. So $w=\tfrac x6-\tfrac{3\Lambda}4+\tfrac{R_1}{2}$, $R_1^2=x^2+\Lambda x+\tfrac94\Lambda^2$, and $\Delta E=\tfrac{x^2}{2}-w$ relative to $E(0)=-\Lambda/2$. Stationarity reads
$$x=\tfrac16+\frac{y}{2R_1},\qquad y=x+\tfrac\Lambda2,\quad \frac{y}{R_1}=\Big(1+\frac{2\Lambda^2}{y^2}\Big)^{-1/2}.$$
Since $y/\Lambda>1/2$, the ratio lies between $1/3$ and $1$, so $1/3<x<2/3$ for every $\Lambda>0$. The slope $\Lambda^2/R_1^3$ of the right side falls with $x$, so $x$ minus the right side is convex; it starts negative, and the root is unique. At fixed $x$ the right side decreases with $\Lambda$, so the root decreases.

At $\Lambda=0$, $w=2x/3$, $x=2/3$ and the gain is $2/9$. At large $\Lambda$, $R_1^2=(\tfrac32\Lambda+\tfrac x3)^2+\tfrac89x^2$ gives $\Delta E\simeq\tfrac{x^2}{2}-\tfrac x3-\tfrac{4x^2}{27\Lambda}$, so $x\simeq\tfrac13+\tfrac{8}{81\Lambda}$ and the gain tends to $1/18$: half the distortion, a quarter of the energy.

The direction is nearly lost. The terms of order $\Lambda$ in the cubic give $3w^2+e_2=0$, $w=\pm\rho/3$ at any $\phi$, a circular trough. Setting $w=\rho/3+\delta$, first order gives $\Lambda\rho\,\delta+\tfrac{\rho^3}{27}-\tfrac{\rho^3}{9}+e_3=0$, so $\delta=2\rho^2(1-\cos3\phi)/27\Lambda$. The preference for compression fades as $1/\zeta$ while the radius does not.

**Q.** Do trigonal modes spoil this?

**A.** They fill the off-diagonal elements of $V$ with $g_tQ_t$. Spin-orbit coupling and interaction are rotation invariant, so the electronic energy depends only on the eigenvalues of $V$. From $\mathrm{Tr}V^2=\tfrac23g^2(Q_2^2+Q_3^2)+2g_t^2\sum Q_t^2$, the elastic cost per unit of $\mathrm{Tr}V^2$ is $3B/4g^2$ or $B_t/4g_t^2$. Three equal off-diagonal elements $\tau$ of either sign have eigenvalues $2\tau,-\tau,-\tau$, so the cheaper channel alone can supply the optimal axial pattern. The thresholds, jumps, optimal amplitudes and gains derived above hold with the energy unit $g^2/B$ replaced by $\max(g^2/B,\,3g_t^2/B_t)$. Each channel keeps its own force constant at the cubic point, for $d^5$ $B(1-8g^2/27\zeta B)$ and $B_t(1-8g_t^2/9\zeta B_t)$. When the trigonal channel is the cheaper one, it acts as a coupling $\sqrt3\,g_t$, the length unit becomes $\sqrt3\,g_t/B_t$, and the axial patterns refer to a trigonal axis. The shape of the $d^1$ trough does not carry over: it is then a sphere with four compressed wells, and with the $e_g$ modes frozen, neighbouring wells connect through the pattern with one nonzero off-diagonal element ($\cos3\phi=0$), which lies below the elongated pattern. With the $e_g$ modes free, a lone element between orbitals $x$ and $y$ drives $Q_3$ positive (elongation along $z$). This raises the middle eigenvalue, so the eigenvalue pattern at the pass moves toward compression along a $[110]$-type axis and the pass drops. For $\zeta$ equal to twice the trigonal unit $3g_t^2/B_t$, the pass has $\cos3\phi=-0.16$ when that unit is $3g^2/B$ and $-0.94$ when it is $1.1\,g^2/B$.

**Q.** What does this mean in electronvolts and ångströms?

**A.** Take round parameters $g=2$ eV/Å, $B=20$ eV/Å$^2$, $J_H=0.5$ eV, so $g^2/B=0.2$ eV and $g/B=0.1$ Å. The $d^4$ and $d^5$ results apply to low-spin ions only. With the same Kanamori form on all five $d$ orbitals, $t_{2g}^4$ costs $6U-13J_H$ against $6U-18J_H+10Dq$ for high spin, and $t_{2g}^5$ costs $10U-20J_H$ against $10U-30J_H+2\cdot10Dq$. In that form both need roughly $10Dq>5J_H$, here $2.5$ eV. The form overstates the requirement: with full Slater integrals, Racah ratio $C_R/B_R=4$ to $5$, $J_H=3B_R+C_R$ inside $t_{2g}$ and no spin-orbit coupling, the crossing lies at $3.5$ to $3.7\,J_H$ for $d^4$ and $3.7$ to $3.9\,J_H$ for $d^5$, about $1.7$ to $1.9$ eV here. The $d^5$ threshold is $0.2/3=0.0667$ eV ($0.00245$ hartree), the jump $0.0333$ Å, and two wells coexist from $0.0593$ to $0.0677$ eV. The barrier between them is tiny. At $\Lambda=1/3$, $\Delta E=q^2(q-\tfrac13)^2/2(M+R)$ peaks near $q=1/6$ at $4.1\times10^{-4}$, that is $0.08$ meV or about $1$ K, far below the zero-point energy estimated at the end. The jump belongs to the classical minimum; with quantum nuclei of oxygen mass the mean-square amplitude of a single site changes smoothly through $\zeta_c$.

At $\zeta=0.04$ eV, $\Lambda=0.2$, the $d^5$ root $q=0.60236$, $R=0.57651$ satisfies $0.16667+0.50236/1.15302=0.60236$. Then $\Delta E=0.18142-0.10039+0.15-0.28826=-0.0572$, a gain of $0.011$ eV at $0.060$ Å. The $d^4$ ion gains the same to these digits, compressed, and $d^1$ gains $0.030$ eV at $0.063$ Å. These are classical minima, and all three gains lie below the zero-point energy of $0.036$ eV per mode estimated at the end; with oxygen mass the $d^5$ vibronic ground level is a single Kramers doublet about $0.025$ eV below the next level, not a set of three localized wells.

At $\zeta=0.4$ eV, $\Lambda=2$, both $d^4$ and $d^5$ are undistorted, with force constants $16.8$ and $20(1-8/54)=17.0$ eV/Å$^2$. The $d^1$ root $x=0.38678$, $R_1=3.15011$ satisfies $0.16667+1.38678/6.30022=0.38678$, and $\Delta E=0.07480-0.06446+1.5-1.57506=-0.0647$. That is $0.013$ eV at $0.039$ Å, between $0.067$ Å at $\zeta=0$ and the limit $0.033$ Å ($0.063$ bohr).

The $d^4$ threshold from diagonalization is not monotonic in $J_H$: $\Lambda_c=0.6667$, $0.3335$, $0.3300$, $0.3333$ at $0$, $0.1$, $0.5$ eV and the large-$J_H$ limit. It is already compressed at $0.1$ eV and dips slightly below $1/3$, at $0.066$ eV ($0.00243$ hartree) for our $J_H$. I have not derived the dip. The shape changes from elongated to compressed between $J_H=0.02$ and $0.04$ eV, and at $0.04$ eV the jump has shrunk to about $0.002$ Å or less, so a sizeable jump is not guaranteed at every $J_H$. The numerical check compares the cubics, thresholds, expansions, and the five-mode $d^5$ threshold and $d^1$ gain at $B_t=B$, with minimization of the diagonalized many-electron Hamiltonian.

**Q.** Will diffraction then always see the $d^1$ distortion?

**A.** Not necessarily. At $\zeta=0.4$ eV the elongated point lies only $0.0018$ eV above the minimum, and these are classical surfaces. That value is for the $e_g$ modes alone; a trigonal channel close in cost opens a lower pass, $0.0005$ eV when $3g_t^2/B_t=0.95\,g^2/B$. If nuclear zero-point or thermal energy exceeds that warping but stays below the gain of $0.013$ eV, an isolated site can circulate in the trough and average to cubic while $\rho$ stays finite; above the gain the classical trough is no longer a guide. With $B=20$ eV/Å$^2$ and a mode mass $M$ of one oxygen atom, $\tfrac12\hbar\sqrt{B/M}=0.036$ eV per mode, so this example with light ligands already lies above the gain. At any barrier height the three compressed wells are equivalent, so a long-range pattern visible to diffraction needs coupling between sites. Intersite exchange, admixture of $e_g$ orbitals, and quadratic vibronic or anharmonic terms are also outside the model. They break the one-site or rotational structure used above, and the values $1/3$, $1/2$ and $1/4$ need not survive them.

## Numbers as computed

```
g = 2.0 eV/A, B = 20.0 eV/A^2, J_H = 0.5 eV
energy unit g^2/B = 0.2000 eV, length unit g/B = 0.1000 A
d1 zeta=0: |Q| = 0.06667 A, gain = 0.04444 eV
d1 lam=1000: |Q| = 0.03334 A = 0.06301 bohr
d1 lam=1000: gain = 0.01111 eV
d1 ratios: |Q| 0.5002, gain 0.2501
d5 lam_c = 0.33333, zeta_c = 0.06667 eV = 0.002450 Ha
d5 jump of |Q| = 0.0333 A
d5 lower spinodal lam = 0.29630, zeta = 0.05926 eV
d5 upper spinodal lam = 0.33828, zeta = 0.06766 eV
d5 sufficient bound lam > 1.1852
d4 J_H = 0 eV: lam_c = 0.6667, zeta_c = 0.1333 eV, jump 0.0667 A, elongated
d4 J_H = 0.1 eV: lam_c = 0.3335, zeta_c = 0.0667 eV, jump 0.0283 A, compressed
d4 J_H = 0.5 eV: lam_c = 0.3300, zeta_c = 0.0660 eV, jump 0.0331 A, compressed
d4 J_H = 20000 eV: lam_c = 0.3333, zeta_c = 0.0667 eV, jump 0.0333 A, compressed
d4 J_H = 0.5 eV: zeta_c = 0.002426 Ha
zeta = 0.04 eV, lam = 0.200
  d1 root x = 0.63316, R = 0.78582 (reduced)
  d5 root q = 0.60236, R = 0.57651 (reduced)
  d1: |Q| = 0.06332 A, gain = 0.02960 eV, compressed
  d4: |Q| = 0.06009 A, gain = 0.01126 eV, compressed
  d5: |Q| = 0.06024 A, gain = 0.01145 eV, elongated
  d4: gap = 0.0213 eV, B_eff(Q=0) = -9.449 eV/A^2
  d5: gap = 0.0600 eV, B_eff(Q=0) = -9.629 eV/A^2
  d1 elongated point: Q = 0.03333 A, above minimum by 0.018488 eV
zeta = 0.4 eV, lam = 2.000
  d1 root x = 0.38678, R = 3.15011 (reduced)
  d1: |Q| = 0.03868 A, gain = 0.01294 eV, compressed
  d4: |Q| = 0.00000 A, gain = 0.00000 eV, undistorted
  d5: |Q| = 0.00000 A, gain = 0.00000 eV, undistorted
  d4: gap = 0.3064 eV, B_eff(Q=0) = 16.826 eV/A^2
  d5: gap = 0.6000 eV, B_eff(Q=0) = 17.037 eV/A^2
  d1 elongated point: Q = 0.03333 A, above minimum by 0.001832 eV
```
